# Coherent Spinodal of a Cubic Alloy and Its Elastic Suppression, part 1

(Sections cited here and not found follow in the second part.)

## First half: the elastic penalty and the stability theorem

### 1. A stack of two kinds of layers

Take a cubic alloy in which a fraction \(c_0\) of the atoms are of species B. Divide it into equally thick layers normal to the cube axis \(x\), and move some B atoms so that the layers have compositions \(c_0+u\) and \(c_0-u\) in turn. The mean composition is unchanged. Let the layers be thick enough for the energy of their interfaces to be neglected.

If \(f(c)\) is the free energy per volume of a uniform, stress-free crystal, the chemical cost per volume is

\[
\tfrac12[f(c_0+u)+f(c_0-u)]-f(c_0)=\tfrac12 f''(c_0)u^2+O(u^4).
\]

The terms linear in \(u\) cancel between the two layers. With no elastic energy, the alloy would lower its free energy by separating whenever \(f''(c_0)<0\). This is the chemical spinodal condition.

Suppose now that the natural lattice size depends on composition,

\[
a(c)=a(c_0)\,[1+\eta(c-c_0)],
\]

with constant \(\eta\). A layer of composition \(c_0+u\) would like to be larger by the fraction \(\eta u\) in every direction, and its neighbour smaller by the same fraction. If the lattice planes run unbroken through the stack, all layers must share one in-plane size. By symmetry this is the size belonging to \(c_0\); equation (3) below confirms it. The layer with excess \(u\) therefore carries the in-plane elastic strain

\[
e_y=e_z=-\eta u .
\]

Along \(x\) the layer is free to expand, so the normal stress vanishes:

\[
\sigma_x=C_{11}e_x+C_{12}(e_y+e_z)=0
\quad\Rightarrow\quad
e_x=\frac{2C_{12}}{C_{11}}\,\eta u .
\]

The in-plane stress is

\[
\sigma_y=C_{11}e_y+C_{12}(e_x+e_z)
=\left(C_{11}+C_{12}-\frac{2C_{12}^2}{C_{11}}\right)e_y
=Y_{100}\,e_y ,
\]

\[
Y_{100}=\frac{(C_{11}-C_{12})(C_{11}+2C_{12})}{C_{11}}, \tag{1}
\]

where the numerator \(C_{11}^2+C_{11}C_{12}-2C_{12}^2\) has been factored. The elastic energy density is \(\tfrac12(\sigma_ye_y+\sigma_ze_z)=\sigma_ye_y=Y_{100}\eta^2u^2\). It is the same in both kinds of layer, because it is even in \(u\). To second order in \(u\), the total cost of separation is

\[
\tfrac12\left[f''(c_0)+2\eta^2Y_{100}\right]u^2 . \tag{2}
\]

The factor 2 arises because the chemical term carries the \(\tfrac12\) of a Taylor series, while the two in-plane directions have already used up the \(\tfrac12\) of the elastic energy. This cost is negative only if \(f''<-2\eta^2Y_{100}\): for small \(u\), a negative chemical curvature is not enough. Larger changes of composition may still lower the free energy when this condition fails.

To confirm the common in-plane size, let it differ from that of \(c_0\) by a strain \(p\). The in-plane elastic strains become \(p\mp\eta u\), and the mean energy is

\[
\tfrac12Y_{100}\left[(p-\eta u)^2+(p+\eta u)^2\right]=Y_{100}(p^2+\eta^2u^2), \tag{3}
\]

which is least at \(p=0\).

In an isotropic solid with Young's modulus \(E\) and Poisson ratio \(\nu\), equal in-plane stresses \(\sigma\) give the strain \(e=(\sigma-\nu\sigma)/E\). Hence \(Y=\sigma/e=E/(1-\nu)\).

Two questions remain. The composition may vary in any pattern in three dimensions, and some pattern might cost less elastic energy than this stack. The gradient energy must also be restored.

### 2. Assumptions and the free energy

Write \(c(\mathbf r)=c_0+u(\mathbf r)\).

1. The crystal is cubic and coherent: its displacement field is continuous.
2. The stress-free strain relative to the uniform alloy is \(\eta u\,\delta_{ij}\), with constant \(\eta\).
3. Strains are small, and the elastic constants do not depend on composition. The crystal is elastically stable: \(C_{44}>0\), \(C_{11}>C_{12}\) and \(C_{11}+2C_{12}>0\).
4. Composition gradients cost \(\kappa|\nabla c|^2\) per volume, with constant \(\kappa>0\).
5. Composition is conserved, so \(u\) has zero mean.
6. For each composition field, the displacements take the values that minimize the elastic energy.
7. The body is represented by a large periodic box of volume \(V\). This describes the interior of a crystal or film and leaves out free surfaces, which are taken up in Section 9.

The free energy is

\[
F=\int\left[f(c)+\kappa|\nabla c|^2\right]dV+F_{\rm el}[u]. \tag{4}
\]

The uniform state is called unstable if an arbitrarily small admissible \(u\) lowers \(F\). Two abbreviations are used throughout:

\[
K=C_{11}+2C_{12},\qquad C'=\tfrac12(C_{11}-C_{12}).
\]

\(K\) is three times the bulk modulus, and \(C'\) is one of the two shear moduli of a cubic crystal, the other being \(C_{44}\).

### 3. Lemma 1: each plane wave pays separately

**Lemma 1.** Let \(u=\sum_{\mathbf k\ne0}u_{\mathbf k}e^{i\mathbf k\cdot\mathbf r}\) and \(\mathbf n=\mathbf k/|\mathbf k|\). Apart from a constant set by the mean strain,

\[
\frac{F_{\rm el}}V=\eta^2\sum_{\mathbf k\neq0}Y(\mathbf n)|u_{\mathbf k}|^2,
\qquad
Y(\mathbf n)=\tfrac12\left[3K-K^2\,\mathbf n\cdot\Gamma^{-1}\mathbf n\right], \tag{5}
\]

where \(\Gamma_{jl}=C_{ijkl}n_in_k\), with summation over repeated indices.

*Proof.* The elastic strain is the total strain minus the stress-free strain:

\[
e_{ij}=\bar e_{ij}+\tfrac12(\partial_iw_j+\partial_jw_i)-\eta u\,\delta_{ij}.
\]

Here \(\bar e_{ij}\) is a uniform strain measured from the stress-free cell at \(c_0\), and \(\mathbf w\) is a periodic displacement. The energy density \(\tfrac12C_{ijkl}e_{ij}e_{kl}\) is quadratic with constant coefficients. On averaging over the box, products of different Fourier components vanish, including products of \(\bar e_{ij}\) with any wave. The uniform strain therefore adds \(\tfrac12C_{ijkl}\bar e_{ij}\bar e_{kl}\), which does not depend on \(u\). The waves can be treated one at a time.

For a wave with \(u_{\mathbf k}\neq0\), write the displacement amplitude as \(\mathbf w_{\mathbf k}=-i\eta u_{\mathbf k}\mathbf A/|\mathbf k|\). Since \(\partial_i\) becomes \(i|\mathbf k|n_i\), the strain amplitude is \(\eta u_{\mathbf k}b_{ij}\), with

\[
b_{ij}=\tfrac12(n_iA_j+n_jA_i)-\delta_{ij}.
\]

Cubic symmetry gives \(C_{ijkl}\delta_{kl}=K\delta_{ij}\), because each diagonal entry is \(C_{11}+2C_{12}\). For real \(\mathbf A\) it follows that

\[
C_{ijkl}b_{ij}b_{kl}=\mathbf A\cdot\Gamma\mathbf A-2K\,\mathbf n\cdot\mathbf A+3K. \tag{6}
\]

An imaginary part \(\mathbf q\) of \(\mathbf A\) would add \(\mathbf q\cdot\Gamma\mathbf q\). This is positive, since \(\Gamma\) is positive definite: \(\mathbf q\cdot\Gamma\mathbf q\) is twice the energy of the nonzero strain \(\tfrac12(n_iq_j+n_jq_i)\). The best \(\mathbf A\) is therefore real. Setting the gradient of (6) to zero gives \(\Gamma\mathbf A=K\mathbf n\), so \(\mathbf A=K\Gamma^{-1}\mathbf n\). At this point the first term of (6) is \(K^2\mathbf n\cdot\Gamma^{-1}\mathbf n\) and the second is minus twice that. What remains is \(3K-K^2\mathbf n\cdot\Gamma^{-1}\mathbf n=2Y(\mathbf n)\). The wave contributes \(\tfrac12\eta^2|u_{\mathbf k}|^2\cdot2Y(\mathbf n)\), which is (5).

The displacement is real, as it must be. \(\Gamma\) is even in \(\mathbf n\), so \(\mathbf A\) is odd, and \(\mathbf w_{-\mathbf k}=\mathbf w_{\mathbf k}^*\) follows from \(u_{-\mathbf k}=u_{\mathbf k}^*\). If \(u_{\mathbf k}=0\), the best displacement amplitude is zero. ∎

The elastic cost depends on the direction of the wave and not on its length. Strain is dimensionless, and linear elasticity contains no length of its own. As long as the crystal stays coherent, a longer wave does not escape the penalty.

For later use, the entries of \(\Gamma\) are

\[
\Gamma_{xx}=C_{11}n_x^2+C_{44}(n_y^2+n_z^2),\qquad
\Gamma_{xy}=(C_{12}+C_{44})n_xn_y,
\]

and their cyclic counterparts. Along \([100]\), \([110]\) and \([111]\) the vector \(\mathbf n\) is an eigenvector of \(\Gamma\). Its eigenvalue \(\Lambda\) is found by adding the entries of a row that belong to nonzero components of \(\mathbf n\):

\[
\Lambda_{100}=C_{11},\qquad
\Lambda_{110}=\tfrac12(C_{11}+C_{12}+2C_{44}),\qquad
\Lambda_{111}=\tfrac13(K+4C_{44}).
\]

In these directions \(Y=\tfrac12(3K-K^2/\Lambda)\). For \([100]\) this is \(K(3C_{11}-K)/(2C_{11})=K(C_{11}-C_{12})/C_{11}\), in agreement with (1). For \([111]\),

\[
Y_{111}=\frac{3K}{2}\left(1-\frac{K}{K+4C_{44}}\right)=\frac{6KC_{44}}{K+4C_{44}}. \tag{7}
\]

### 4. Lemma 2: the soft direction

**Lemma 2.** The least value of \(Y(\mathbf n)\) over all directions is

\[
Y_{\min}=\frac{6K\mu}{K+4\mu},\qquad \mu=\min(C_{44},C'). \tag{8}
\]

It is reached along \(\langle100\rangle\) if \(C'\le C_{44}\), and along \(\langle111\rangle\) if \(C_{44}\le C'\).

*Proof.* Let \(t=e_{xx}+e_{yy}+e_{zz}\) and \(d_i=e_{ii}-t/3\) (no sum), so that \(\sum_id_i=0\). Then

\[
\sum_ie_{ii}^2=\frac{t^2}3+\sum_id_i^2,\qquad
2\sum_{i<j}e_{ii}e_{jj}=t^2-\sum_ie_{ii}^2=\frac{2t^2}3-\sum_id_i^2 .
\]

The cubic energy density becomes

\[
\frac{C_{11}}2\sum_ie_{ii}^2+C_{12}\sum_{i<j}e_{ii}e_{jj}+2C_{44}\sum_{i<j}e_{ij}^2
=\frac K6t^2+C'\sum_id_i^2+2C_{44}\sum_{i<j}e_{ij}^2 . \tag{9}
\]

Replace both shear moduli by the smaller one, \(\mu\). No term increases, so for every strain the new energy is at most the old one. The same ordering then holds after minimization over displacement.

The replacement solid is isotropic, with the same \(K\) and shear modulus \(\mu\), so its \(Y\) is the same in all directions and may be evaluated along \([111]\). Equation (7) with \(C_{44}=\mu\) gives \(6K\mu/(K+4\mu)\). Hence \(Y(\mathbf n)\) is nowhere below this value.

The value is reached. If \(\mu=C_{44}\), it is \(Y_{111}\) of the actual crystal by (7). If \(\mu=C'\), note that \(3C_{11}=K+4C'\), since \(K+2(C_{11}-C_{12})=3C_{11}\). Then

\[
Y_{100}=\frac{2KC'}{C_{11}}=\frac{6KC'}{K+4C'},
\]

which is again the bound. ∎

Replacing both shear moduli by the larger one reverses every inequality. The largest \(Y\) is therefore (8) with \(\max(C_{44},C')\), and it belongs to the other of the two families of directions. The values \(Y_{100}\) and \(Y_{111}\) enclose all others.

### 5. The theorem

**Theorem.** Under the assumptions of Section 2:

(a) If \(f''(c_0)+2\eta^2Y_{\min}\ge0\), the second-order change of free energy is positive for every nonzero composition wave or sum of waves.

(b) If

\[
f''(c_0)+2\eta^2Y_{\min}<0, \tag{10}
\]

the uniform state is unstable, provided that the body can hold a wave along a soft direction with wavelength greater than \(2\pi/k_c\), where

\[
k_c^2=-\frac{f''(c_0)+2\eta^2Y_{\min}}{2\kappa}. \tag{11}
\]

*Proof.* Expand \(f(c_0+u)\) to second order. The linear term integrates to zero by conservation. The mean of \(u^2\) is \(\sum|u_{\mathbf k}|^2\), and the mean of \(|\nabla u|^2\) is \(\sum k^2|u_{\mathbf k}|^2\). With Lemma 1,

\[
\frac{\Delta F}{V}=\frac12\sum_{\mathbf k\neq0}S_{\mathbf k}|u_{\mathbf k}|^2+O(u^3),
\qquad
S_{\mathbf k}=f''+2\eta^2Y(\mathbf n)+2\kappa k^2. \tag{12}
\]

In case (a), Lemma 2 gives \(S_{\mathbf k}\ge2\kappa k^2>0\) for every wave. In case (b), a wave along a soft direction with \(k<k_c\) has \(S_{\mathbf k}<0\). For small enough amplitude the quadratic term outweighs the remainder, and \(F\) falls. ∎

**Remark 1 (conservation).** A uniform change of composition in a free body causes no stress, because the whole crystal changes size. A very long wave still pays \(2\eta^2Y\), since its rich and poor regions must fit together. Conservation forbids the uniform change, so the long-wave limit governs stability.

**Remark 2 (film misfit).** A film clamped to a substrate has a uniform strain \(\bar e_{ij}\). By the proof of Lemma 1 this does not alter \(S_{\mathbf k}\), so with constant moduli uniform misfit neither helps nor hinders decomposition in the interior of the film.

**Remark 3 (scope).** Part (a) concerns small changes. It does not exclude nucleation of a phase of quite different composition, nor the growth of incoherent particles that avoid the elastic penalty.

## Second half: the suppression, its consequences and its size

### 6. What is carried over, and the regular solution

The alloy has mean composition \(c_0\), local deviation \(u\), relative lattice change \(\eta\) per unit composition, chemical free energy \(f(c)\) per volume and gradient coefficient \(\kappa\). A composition wave of wavevector \(\mathbf k\) along \(\mathbf n\) has stiffness \(S_{\mathbf k}=f''+2\eta^2Y(\mathbf n)+2\kappa k^2\). The least elastic modulus is \(Y_{\min}=6K\mu/(K+4\mu)\), with \(K=C_{11}+2C_{12}\) and \(\mu\) the smaller of \(C_{44}\) and \((C_{11}-C_{12})/2\). From here on \(Y\) without an argument means \(Y_{\min}\). The coherent spinodal is \(f''+2\eta^2Y=0\).

In the mean-field regular solution, with volume \(v\) per atom and interaction energy \(W>0\),

\[
vf=Wc(1-c)+k_BT\left[c\ln c+(1-c)\ln(1-c)\right]. \tag{13}
\]

The first derivative is \(W(1-2c)+k_BT\ln[c/(1-c)]\). Since \(1/c+1/(1-c)=1/[c(1-c)]\), the second is

\[
vf''=\frac{k_BT}{c(1-c)}-2W. \tag{14}
\]

We have shown that a uniform coherent alloy can be unstable to small composition waves only if \(f''+2\eta^2Y_{\min}<0\), so a negative chemical curvature alone is not enough. It remains to find from the regular solution how far this lowers the spinodal temperature, how it changes the separated phases and the growth of the waves, and how large the effects are in an example.
